# The GGA and meta-GGA exchange-correlation matrix on a molecular grid: a numerical check

```python
# Result under test (atomic units, real basis phi_m, symmetric density matrices P^s, fixed grid r_g, w_g):
#   E = sum_g w_g f(rho_s, sigma_ss', tau_s),  tau_s = 1/2 sum P^s_mn grad phi_m . grad phi_n
#   V^s_mn = dE/dP^s_mn = sum_g w_g [a phi_m phi_n + b.grad(phi_m phi_n) + t/2 grad phi_m . grad phi_n]
#   a = df/drho_s, b = 2 df/dsigma_ss grad rho_s + df/dsigma_ab grad rho_other, t = df/dtau_s
#   Matrix form: V = M + M^T, M = Phi^T Z + sum_k Phi_k^T diag(w t/4) Phi_k,
#   Z = diag(w a/2) Phi + sum_k diag(w b_k) Phi_k.  A[0] = Phi, A[1:4] = Phi_x, Phi_y, Phi_z.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc
from pyscf import gto, dft, scf
from pyscf.dft import libxc, numint
scf.hf.MUTE_CHKFILE = True
EV = pc['Hartree energy in eV'][0]
A0 = pc['Bohr radius'][0] * 1e10
PBE, R2S = 'GGA_X_PBE,GGA_C_PBE', 'MGGA_X_R2SCAN,MGGA_C_R2SCAN'
def show(label, x, unit='', fmt='.5f'):
    print(f'{label}: {x:{fmt}} {unit}'.rstrip())

r_oh, angle = 0.96, 104.5
y, z = r_oh / A0 * np.sin(np.radians(angle / 2)), r_oh / A0 * np.cos(np.radians(angle / 2))
mol = gto.M(atom=[['O', (0, 0, 0)], ['H', (0, y, z)], ['H', (0, -y, z)]],
            unit='Bohr', basis='def2-svp', verbose=0)
N = mol.nao
def make_grid(spec):
    g = dft.gen_grid.Grids(mol); g.atom_grid = spec; g.build(); return g
specs = [(20, 50), (40, 110), (75, 302)]
grids = [make_grid(s) for s in specs]
coarse, work = grids[0], grids[2]
ao = lambda c, d=1: numint.eval_ao(mol, np.ascontiguousarray(c), deriv=d)

def fields(A, P):  # matrix-product form, symmetric P
    X = A[0] @ P
    return ((A[0] * X).sum(1), 2 * np.einsum('kgn,gn->kg', A[1:4], X),
            0.5 * sum(((A[k] @ P) * A[k]).sum(1) for k in (1, 2, 3)))
def fields_def(A, P):  # double sums as defined, any P
    q = lambda u, v: np.einsum('gm,mn,gn->g', u, P, v, optimize=True)
    return (q(A[0], A[0]), np.array([q(A[k], A[0]) + q(A[0], A[k]) for k in (1, 2, 3)]),
            0.5 * sum(q(A[k], A[k]) for k in (1, 2, 3)))
def call_xc(code, F, deriv):
    rows = [np.vstack([r, g] + ([0 * r, t] if code == R2S else [])) for r, g, t in F]
    return libxc.eval_xc(code, rows[0] if len(F) == 1 else np.array(rows), len(F) - 1, deriv=deriv)[:2]
def energy(code, A, w, Ps):  # uses values of f only
    F = [fields_def(A, P) for P in Ps]
    return w @ (call_xc(code, F, 0)[0] * sum(f[0] for f in F))
def coefs(code, F):
    v = call_xc(code, F, 1)[1]
    if len(F) == 1:
        return [(v[0], 2 * v[1] * F[0][1], v[3] if code == R2S else 0 * v[0])]
    return [(v[0][:, s], 2 * v[1][:, 2 * s] * F[s][1] + v[1][:, 1] * F[1 - s][1],
             v[3][:, s] if code == R2S else 0 * F[s][0]) for s in (0, 1)]
def vmat(A, w, a, b, t):
    Z = (0.5 * w * a)[:, None] * A[0] + np.einsum('kg,kgn->gn', w * b, A[1:4])
    left = np.vstack([A[k] for k in range(4)])
    right = np.vstack([Z] + [(0.25 * w * t)[:, None] * A[k] for k in (1, 2, 3)])
    M = left.T @ right
    return M + M.T
def pieces(A, w, a, b, t):
    return vmat(A, w, a, 0 * b, 0 * t), vmat(A, w, 0 * a, b, 0 * t), vmat(A, w, 0 * a, 0 * b, t)

mf = dft.RKS(mol); mf.xc = R2S; mf.grids = work; mf.small_rho_cutoff = 0
mf.chkfile = None; mf.conv_tol = 1e-11; mf.kernel()
assert mf.converged
C = mf.mo_coeff * np.sign(mf.mo_coeff[np.abs(mf.mo_coeff).argmax(0), np.arange(N)])
P = 2 * C[:, :5] @ C[:, :5].T
S, T = mol.intor('int1e_ovlp'), mol.intor('int1e_kin')
rng = np.random.default_rng(1)

# orbital symmetry labels from reflections
p0 = np.array([0.4, 0.7, 0.9])
mo = ao(np.array([p0, p0 * [-1, 1, 1], p0 * [1, -1, 1]]), 0) @ C
assert np.allclose(mo[0, [3, 5]], mo[1, [3, 5]], atol=1e-5) and np.allclose(mo[0, [3, 5]], mo[2, [3, 5]], atol=1e-5)
assert abs(mo[0, 4] + mo[1, 4]) < 1e-5 and abs(mo[0, 4]) > 1e-2

# fields against occupied-orbital sums, gradients by spatial finite differences
pts = rng.uniform(-2, 2, (20, 3)); hs = 1e-5
psi = lambda c: ao(c, 0) @ C[:, :5]
rho_o = lambda c: 2 * (psi(c) ** 2).sum(1)
E3 = np.eye(3) * hs
rm, gm, tm = fields(ao(pts), P)
assert np.allclose(rm, rho_o(pts), rtol=1e-10)
assert np.allclose(gm, [(rho_o(pts + e) - rho_o(pts - e)) / (2 * hs) for e in E3], rtol=1e-6, atol=1e-9)
assert np.allclose(tm, sum((((psi(pts + e) - psi(pts - e)) / (2 * hs)) ** 2).sum(1) for e in E3), rtol=1e-6)

# spin-polarized derivative tests on the coarse grid; all occupations positive so tau >= tau_W
Ac, wc = ao(coarse.coords), coarse.weights
Ps = [(C * np.where(np.arange(N) < n, 1.0, 0.05)) @ C.T for n in (5, 4)]
h = 5e-5; fd_err = {}
m0, n0 = 2, int(mol.aoslice_by_atom()[1][2])
for code in (PBE, R2S):
    cf = coefs(code, [fields(Ac, p) for p in Ps])
    V = [vmat(Ac, wc, *c) for c in cf]
    def fd(s, D):
        e = [energy(code, Ac, wc, [p + sg * h * D * (k == s) for k, p in enumerate(Ps)]) for sg in (1, -1)]
        return (e[0] - e[1]) / (2 * h)
    errs = []
    for s in (0, 1):
        for _ in range(3):
            D = rng.normal(size=(N, N)); D += D.T; D = C @ (D / np.linalg.norm(D, 2)) @ C.T
            errs.append(abs(fd(s, D) - np.sum(V[s] * D)))
        U = np.zeros((N, N)); U[m0, n0] = 1
        assert abs(V[s][m0, n0]) > 1e-3
        errs += [abs(fd(s, U) - V[s][m0, n0]), abs(fd(s, U + U.T) - 2 * V[s][m0, n0]), abs(fd(s, U - U.T))]
        a, b, t = cf[s]
        for m in range(N):
            for n in range(m + 1):
                dprod = Ac[1:4, :, m] * Ac[0, :, n] + Ac[0, :, m] * Ac[1:4, :, n]
                el = wc @ (a * Ac[0, :, m] * Ac[0, :, n] + (b * dprod).sum(0)
                           + 0.5 * t * (Ac[1:4, :, m] * Ac[1:4, :, n]).sum(0))
                assert abs(el - V[s][m, n]) < 1e-10
    fd_err[code] = max(errs)
    assert fd_err[code] < 1e-6   # O(h^2) truncation of the central difference
    assert np.abs(numint.NumInt().nr_uks(mol, coarse, code, np.array(Ps))[2] - np.array(V)).max() < 1e-7
    closed = vmat(Ac, wc, *coefs(code, [fields(Ac, P)])[0])
    assert np.abs(closed - vmat(Ac, wc, *coefs(code, [fields(Ac, P / 2)] * 2)[0])).max() < 1e-8

# worked example on the working grid
A, w = ao(work.coords), work.weights
rho, grad, tau = fields(A, P)
a, b, t = coefs(R2S, [(rho, grad, tau)])[0]
V = vmat(A, w, a, b, t); Vp = pieces(A, w, a, b, t)
Vb = sum(vmat(A[:, i:i + 4000], w[i:i + 4000], a[i:i + 4000], b[:, i:i + 4000], t[i:i + 4000])
         for i in range(0, len(w), 4000))
assert np.abs(Vb - V).max() < 1e-10
one = np.ones_like(w)
eS = np.abs(vmat(A, w, one, 0 * b, 0 * t) - S).max()
eT = np.abs(vmat(A, w, 0 * a, 0 * b, one) - T).max()
eB = np.abs(vmat(A, w, 0 * a, work.coords.T, 0 * t) + 3 * S).max()
assert max(eS, eT, eB) < 1e-3 and abs(w @ tau - np.sum(P * T)) < 2e-3   # quadrature error
Exc = energy(R2S, A, w, [P]); trPV = np.sum(P * V); hl = 1e-4
dlam = (energy(R2S, A, w, [(1 + hl) * P]) - energy(R2S, A, w, [(1 - hl) * P])) / (2 * hl)
assert abs(dlam - trPV) < 1e-6 and abs(trPV - Exc) > 1
assert abs(trPV - w @ (a * rho + (b * grad).sum(0) + t * tau)) < 1e-9
hc, J = mf.get_hcore(), mf.get_j(mol, P)
Etot = np.sum(P * hc) + 0.5 * np.sum(P * J) + Exc + mol.energy_nuc()
F = hc + J + V; eps = eigh(F, S)[0]
comm = lambda X: np.abs(X @ P @ S - S @ P @ X).max()
assert abs(Etot - mf.e_tot) < 1e-7 and np.abs(eps - mf.mo_energy).max() < 1e-5
assert comm(F) < 1e-4 and comm(F - Vp[2]) > 1e-3
def rotated(th):
    Co = C[:, :5].copy(); Co[:, 3] = np.cos(th) * C[:, 3] + np.sin(th) * C[:, 5]
    return energy(R2S, A, w, [2 * Co @ Co.T])
drot = (rotated(hl) - rotated(-hl)) / (2 * hl)
via = [C[:, 3] @ X @ C[:, 5] for X in Vp]; vhh = [C[:, 4] @ X @ C[:, 4] for X in Vp]
assert abs(drot - 4 * sum(via)) < 1e-6 and abs(drot - 4 * sum(via[:2])) > 1e-4

# concentric s Gaussians with equal product: a local potential must give equal elements
def pair(p, q):
    d = work.coords * A0; out = []
    for e in (p, q):
        g = np.exp(-e * (d ** 2).sum(1)); out.append(np.vstack([g, -2 * e * A0 * d.T * g]))
    norm = (np.pi / (p + q)) ** 1.5 / A0 ** 3
    return [X[0, 1] / norm for X in pieces(np.stack(out, axis=2), w, a, b, t)]
pair22, pair13 = pair(2.0, 2.0), pair(1.0, 3.0)
assert abs(pair22[1] - pair13[1]) < 1e-10 and abs(pair13[2] / pair22[2] - 0.75) < 1e-10 and abs(pair22[2]) > 1e-4

# strong form a - div b - 1/2 div t grad, with div b and grad t by spatial finite differences
gaps = []; hs = 2e-5
for g in grids:
    B, wg = ao(g.coords, 2), g.weights
    ag, bg, tg = coefs(R2S, [fields(B, P)])[0]
    divb, dt = 0, []
    for k in range(3):
        up, dn = [coefs(R2S, [fields(ao(g.coords + sg * hs * np.eye(3)[k]), P)])[0] for sg in (1, -1)]
        divb = divb + (up[1][k] - dn[1][k]) / (2 * hs); dt.append((up[2] - dn[2]) / (2 * hs))
    Ss = -B[0].T @ ((wg * divb)[:, None] * B[0])
    act = np.einsum('kg,kgn->gn', np.array(dt), B[1:4]) + tg[:, None] * (B[4] + B[7] + B[9])
    St = -0.5 * B[0].T @ (wg[:, None] * act)
    W = pieces(B, wg, ag, bg, tg)
    gaps.append((np.abs(Ss - W[1]).max(), np.abs(St - W[2]).max(), np.abs(St - St.T).max()))
assert gaps[2][0] < 0.01 * np.abs(Vp[1]).max() and gaps[2][1] < 0.01 * np.abs(Vp[2]).max()
assert all(gaps[2][k] < gaps[0][k] / 5 and gaps[0][k] > 1e-4 for k in range(3))

print(f'water r2SCAN/def2-SVP, r(OH) = {r_oh} A, angle = {angle} deg, N = {N} functions')
print('grid points (radial,angular): ' + ', '.join(f'{s}: {g.weights.size}' for s, g in zip(specs, grids)))
show('1 hartree', EV, 'eV', '.6f'); show('1 bohr', A0, 'A', '.6f')
Fm = fields(ao(np.array([[0, y / 2, z / 2]])), P); am, bm, tmid = coefs(R2S, [Fm])[0]
gn, bn = np.linalg.norm(Fm[1]), np.linalg.norm(bm)
show('midpoint rho', Fm[0][0] / A0**3, 'A^-3'); show('midpoint |grad rho|', gn / A0**4, 'A^-4')
show('midpoint tau', Fm[2][0] * EV / A0**3, 'eV A^-3', '.3f')
show('midpoint tau_W', gn**2 / (8 * Fm[0][0]) * EV / A0**3, 'eV A^-3', '.3f')
show('midpoint a = f_rho', am[0] * EV, 'eV')
show('midpoint f_sigma', call_xc(R2S, [Fm], 1)[1][1][0] * EV * A0**5, 'eV A^5', '.6f')
show('midpoint |b|', bn * EV * A0, 'eV A'); show('midpoint t = f_tau', tmid[0], '', '.6f')
show('electrons on grid', w @ rho, '', '.6f')
show('grid integral of tau', w @ tau * EV, 'eV', '.4f'); show('analytic Tr PT', np.sum(P * T) * EV, 'eV', '.4f')
print(f'max errors: a=1 vs S {eS:.1e}, t=1 vs T {eT * EV:.1e} eV, b=r vs -3S {eB:.1e}')
print(f'E_xc: {Exc * EV:.5f} eV = {Exc:.6f} hartree')
print(f'E_total rebuilt: {Etot * EV:.4f} eV = {Etot:.6f} hartree'); show('E_total PySCF', mf.e_tot * EV, 'eV', '.4f')
show('Tr PV', trPV * EV, 'eV'); show('dE(lambda P)/dlambda, finite diff', dlam * EV, 'eV')
print('Tr PV parts rho, sigma, tau: ' + ', '.join(f'{np.sum(P * X) * EV:.5f}' for X in Vp) + ' eV')
show('Tr PV / E_xc', trPV / Exc)
print('max |V| parts rho, sigma, tau: ' + ', '.join(f'{np.abs(X).max() * EV:.3f}' for X in Vp) + ' eV')
show('HOMO 1b1', eps[4] * EV, 'eV', '.4f'); show('LUMO 4a1', eps[5] * EV, 'eV', '.4f')
print('<1b1|V|1b1> rho, sigma, tau, sum: ' + ', '.join(f'{x * EV:.5f}' for x in vhh + [sum(vhh)]) + ' eV')
print('<3a1|V|4a1> rho, sigma, tau, sum: ' + ', '.join(f'{x * EV:.5f}' for x in via + [sum(via)]) + ' eV')
show('4 V_ia', 4 * sum(via) * EV, 'eV/rad'); show('dE_xc/dtheta, finite diff', drot * EV, 'eV/rad')
show('4 V_ia without tau part', 4 * sum(via[:2]) * EV, 'eV/rad')
print(f'max |FPS-SPF|: full {comm(F) * EV:.1e} eV, tau part dropped {comm(F - Vp[2]) * EV:.3f} eV')
print(f'open-shell finite-diff error, coarse grid: PBE {fd_err[PBE] * EV:.1e}, r2SCAN {fd_err[R2S] * EV:.1e} eV')
print('pair (2,2) A^-2 rho, sigma, tau: ' + ', '.join(f'{x * EV:.5f}' for x in pair22) + ' eV')
print('pair (1,3) A^-2 rho, sigma, tau: ' + ', '.join(f'{x * EV:.5f}' for x in pair13) + ' eV')
show('tau ratio (1,3)/(2,2)', pair13[2] / pair22[2], '', '.6f')
for s, gp in zip(specs, gaps):
    print(f'strong-weak {s}: sigma {gp[0] * EV:.1e}, tau {gp[1] * EV:.1e}, tau asymmetry {gp[2] * EV:.1e} eV')
print('every check passed')
```

It prints:

```
water r2SCAN/def2-SVP, r(OH) = 0.96 A, angle = 104.5 deg, N = 24 functions
grid points (radial,angular): (20, 50): 3672, (40, 110): 9792, (75, 302): 43760
1 hartree: 27.211386 eV
1 bohr: 0.529177 A
midpoint rho: 3.68247 A^-3
midpoint |grad rho|: 8.83757 A^-4
midpoint tau: 105.588 eV A^-3
midpoint tau_W: 20.202 eV A^-3
midpoint a = f_rho: -26.67925 eV
midpoint f_sigma: -0.007760 eV A^5
midpoint |b|: 0.13715 eV A
midpoint t = f_tau: 0.037144
electrons on grid: 10.000000
grid integral of tau: 2063.2131 eV
analytic Tr PT: 2063.2132 eV
max errors: a=1 vs S 4.4e-07, t=1 vs T 1.0e-04 eV, b=r vs -3S 6.1e-06
E_xc: -253.48281 eV = -9.315321 hartree
E_total rebuilt: -2076.7009 eV = -76.317351 hartree
E_total PySCF: -2076.7009 eV
Tr PV: -342.70334 eV
dE(lambda P)/dlambda, finite diff: -342.70334 eV
Tr PV parts rho, sigma, tau: -334.25165, -38.21032, 29.75862 eV
Tr PV / E_xc: 1.35198
max |V| parts rho, sigma, tau: 85.110, 12.615, 7.781 eV
HOMO 1b1: -6.7765 eV
LUMO 4a1: 1.8767 eV
<1b1|V|1b1> rho, sigma, tau, sum: -20.83602, -1.59502, 1.99387, -20.43717 eV
<3a1|V|4a1> rho, sigma, tau, sum: -2.51983, 0.16534, 0.20885, -2.14565 eV
4 V_ia: -8.58259 eV/rad
dE_xc/dtheta, finite diff: -8.58259 eV/rad
4 V_ia without tau part: -9.41800 eV/rad
max |FPS-SPF|: full 2.5e-06 eV, tau part dropped 2.195 eV
open-shell finite-diff error, coarse grid: PBE 6.3e-09, r2SCAN 1.6e-08 eV
pair (2,2) A^-2 rho, sigma, tau: -23.77767, -1.61612, 1.18495 eV
pair (1,3) A^-2 rho, sigma, tau: -23.77767, -1.61612, 0.88871 eV
tau ratio (1,3)/(2,2): 0.750000
strong-weak (20, 50): sigma 9.7e-01, tau 1.4e+00, tau asymmetry 8.4e-01 eV
strong-weak (40, 110): sigma 1.9e-01, tau 3.5e-01, tau asymmetry 2.6e-01 eV
strong-weak (75, 302): sigma 3.7e-02, tau 5.8e-02, tau asymmetry 3.0e-02 eV
every check passed
```
